# Surface bands of ABC-stacked graphene from a dimerized chain, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the stack to the chain and its levels

### What the power law gets wrong

In the simplest model of ABC-stacked graphene, with one hopping within the layers and one between them, the low-energy electrons of $N$ layers are described, close enough to the corner of the zone, by two bands with energies $\pm(\hbar vk)^N/\gamma_1^{N-1}$. Here $k$ is the distance from a corner of the Brillouin zone, $v$ is the velocity of a single layer and $\gamma_1$ is the hopping between layers.

Take five layers with $\gamma_1=400$ meV and $\hbar vk=0.8\,\gamma_1$. The formula gives 131 meV, whereas diagonalizing the Hamiltonian from which it comes gives 58 meV. The formula also contains no sign of where the two bands stop being surface bands, and it does not say why there should be surface bands at all.

All three questions are answered by one observation. At each wave vector the stack is a chain with alternating strong and weak bonds, and such a chain can be solved in closed form. The power law is then the limit $k\to0$ of a more general result.

### The model and its geometry

The model keeps two hoppings. Within a layer, an electron hops between nearest neighbours with amplitude $-\gamma_0$. Between adjacent layers, it hops with amplitude $\gamma_1>0$ between atoms that lie directly above one another. Further hoppings, differences of potential between layers and interactions are left out. Spin plays no part.

Let $a$ be the lattice constant, and choose the lattice vectors

$$\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).$$

Each layer has two sites per cell, A and B. The vectors from an A site to its three B neighbours are

$$\boldsymbol\delta_1=\left(0,\tfrac{a}{\sqrt3}\right),\qquad \boldsymbol\delta_{2,3}=\left(\pm\tfrac a2,-\tfrac{a}{2\sqrt3}\right).$$

In ABC stacking, each layer is displaced by $\boldsymbol\delta_1$ from the one before. In layer $l=1,\dots,N$ the in-plane positions are therefore $(l-1)\boldsymbol\delta_1$ for $A_l$ and $l\boldsymbol\delta_1$ for $B_l$, up to lattice vectors. Since $3\boldsymbol\delta_1=2\mathbf a_2-\mathbf a_1$ is a lattice vector, the arrangement repeats after three layers.

Two sites lie on one vertical line when their multiples of $\boldsymbol\delta_1$ differ by a multiple of three. From layer $l$ to layer $l+1$ the differences are 1 for $A_l\to A_{l+1}$, 2 for $A_l\to B_{l+1}$, 0 for $B_l\to A_{l+1}$ and 1 for $B_l\to B_{l+1}$. The vertical bonds thus join $B_l$ to $A_{l+1}$. The sites $A_1$ and $B_N$ have no vertical partner.

### One complex number for all layers

Form a Bloch state on each sublattice, with the phase $e^{i\mathbf p\cdot\mathbf r}$ taken at the actual in-plane position $\mathbf r$ of each atom. Here $\mathbf p$ is the full wave vector. A matrix element is then a sum of hoppings, each multiplied by $e^{i\mathbf p\cdot\mathbf s}$, where $\mathbf s$ is the in-plane separation.

For a vertical bond $\mathbf s=0$, so its matrix element is $\gamma_1$. Within a layer,

$$\langle A_l|H|B_l\rangle=z(\mathbf p)=-\gamma_0\sum_{j=1}^{3}e^{i\mathbf p\cdot\boldsymbol\delta_j}.$$

This number is the same in every layer, because displacing a layer does not change the separations inside it.

Near the corner $\mathbf K=(4\pi/3a,0)$, write $\mathbf p=\mathbf K+\mathbf k$. The phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1$, $\omega$ and $\omega^*$, with $\omega=e^{2\pi i/3}$. Their sum is zero, so the expansion starts at first order:

$$\sum_j e^{i\mathbf p\cdot\boldsymbol\delta_j}\simeq i\left[k_x\frac a2(\omega-\omega^*)+k_y\frac{a}{\sqrt3}\left(1-\frac{\omega+\omega^*}{2}\right)\right].$$

With $\omega-\omega^*=i\sqrt3$ and $\omega+\omega^*=-1$, the bracket equals $\frac{\sqrt3a}{2}(ik_x+k_y)$. Multiplication by $i$ gives $\frac{\sqrt3a}{2}(-k_x+ik_y)$, and multiplication by $-\gamma_0$ gives

$$z=\hbar v(k_x-ik_y)=\hbar vk\,e^{-i\varphi},\qquad \hbar v=\frac{\sqrt3\,a\gamma_0}{2},$$

where $\varphi$ is the polar angle of $\mathbf k$. A single layer has energies $\pm|z|$. Write $u=|z|$ for this monolayer energy; near $\mathbf K$ it is $\hbar vk$.

### Removing the phase

Let $\alpha_l$ and $\beta_l$ be the amplitudes on $A_l$ and $B_l$. The Schrödinger equation reads

$$E\alpha_l=z\beta_l+\gamma_1\beta_{l-1},\qquad E\beta_l=z^*\alpha_l+\gamma_1\alpha_{l+1}.$$

The missing neighbours at the two ends are taken into account by $\beta_0=0$ and $\alpha_{N+1}=0$.

Write $z=ue^{-i\varphi}$ and substitute $\alpha_l=e^{il\varphi}a_l$ and $\beta_l=e^{i(l+1)\varphi}b_l$. In the first equation the terms carry the phases $e^{il\varphi}$, $e^{-i\varphi}e^{i(l+1)\varphi}$ and $e^{il\varphi}$, which are equal. In the second they carry $e^{i(l+1)\varphi}$, $e^{i\varphi}e^{il\varphi}$ and $e^{i(l+1)\varphi}$, which are also equal. The phases cancel, leaving

$$Ea_l=ub_l+\gamma_1b_{l-1},\qquad Eb_l=ua_l+\gamma_1a_{l+1},\tag{1}$$

with $b_0=a_{N+1}=0$. This is an open chain $A_1$–$B_1$–$A_2$–…–$B_N$ whose bonds are alternately $u$ and $\gamma_1$. It begins and ends with a bond $u$.

No expansion near $\mathbf K$ was needed for this step. Throughout the zone, the energies of the stack in this model depend on the wave vector through the monolayer energy $u$ alone. The numerical check tests this with a Hamiltonian assembled from atomic positions at general wave vectors.

Two properties of equation (1) will be used for $u>0$.

- Changing the sign of all $b_l$ changes $E$ to $-E$. The levels therefore come in pairs.
- No level has $E=0$. If $E=0$, the first equation with $l=1$ gives $b_1=0$, then $b_2=0$, and so on. The second equation, started from $l=N$, gives $a_N=0$, then $a_{N-1}=0$, and so on. Nothing is left.

A complete solution consequently has $N$ distinct pairs $\pm E$, provided that no level is degenerate. None is: for a given $E$ the choice of $a_1$ fixes $b_1$, which fixes $a_2$, and so on along the chain.

### Extended states

Try $b_l=\sin ql$, which satisfies $b_0=0$. The first equation gives

$$Ea_l=u\sin ql+\gamma_1\sin q(l-1).$$

Multiply the second equation by $E$ and insert this:

$$E^2\sin ql=(u^2+\gamma_1^2)\sin ql+u\gamma_1\left[\sin q(l-1)+\sin q(l+1)\right].$$

The bracket is $2\cos q\,\sin ql$, so

$$E^2=u^2+\gamma_1^2+2u\gamma_1\cos q.\tag{2}$$

One condition remains. The expression for $a_l$ must vanish at $l=N+1$:

$$u\sin((N+1)q)+\gamma_1\sin(Nq)=0.\tag{3}$$

Roots with $0<q<\pi$ describe states that extend through the stack. For them $\cos q>-1$, and equation (2) gives $|E|>|\gamma_1-u|$. Any level below $|\gamma_1-u|$ must be of another kind.

### Counting the roots

Define $r=u/\gamma_1$ and $F(q)=r\sin((N+1)q)+\sin(Nq)$. At the points $q_j=j\pi/N$ with $j=1,\dots,N-1$, the second term vanishes, and

$$F(q_j)=r\sin(j\pi+q_j)=(-1)^jr\sin q_j.$$

The sign alternates with $j$. Just above $q=0$, $F$ is positive, while $F(q_1)$ is negative. There is thus a root below $q_1$ and one between each pair of neighbouring points, which makes $N-1$ roots.

The interval from $q_{N-1}$ to $\pi$ needs a closer look. Put $q=\pi-\epsilon$ with small positive $\epsilon$. Then $\sin((N+1)q)\simeq(-1)^N(N+1)\epsilon$ and $\sin(Nq)\simeq-(-1)^NN\epsilon$, so

$$F(\pi-\epsilon)\simeq(-1)^N\epsilon\,[r(N+1)-N].$$

The sign at $q_{N-1}$ is $(-1)^{N-1}$. If $r>N/(N+1)$, the signs differ, and there is one more root. All $N$ pairs of levels are then extended. If $r<N/(N+1)$, the argument supplies $N-1$ pairs, and one pair is still to be found.

### The missing pair

The last root reaches $q=\pi$ as $r$ falls to $N/(N+1)$. Continue it to complex values, $q=\pi+i\kappa$ with $\kappa>0$. Since

$$\sin(l\pi+il\kappa)=(-1)^l\,i\sinh l\kappa,$$

the amplitudes become $b_l=(-1)^l\sinh l\kappa$ after the constant $i$ is dropped. Equation (3) becomes

$$r=\frac{\sinh N\kappa}{\sinh((N+1)\kappa)}.\tag{4}$$

The right-hand side tends to $N/(N+1)$ for $\kappa\to0$ and to zero for $\kappa\to\infty$. By continuity, every $r$ between these values has a solution.

Since $\cos q=-\cosh\kappa$, equation (2) gives $E^2=u^2+\gamma_1^2-2u\gamma_1\cosh\kappa$. This is smaller than $(\gamma_1-u)^2$, so the pair differs from all the extended ones. With it there are $N$ pairs, and the solution is complete. It also follows that equation (4) has a single solution, since a second would give one pair too many.

To simplify the energy, write $s_n=\sinh n\kappa$, $c_n=\cosh n\kappa$ and $u=\gamma_1s_N/s_{N+1}$. Then

$$\frac{E^2s_{N+1}^2}{\gamma_1^2}=s_N^2+s_{N+1}^2-2s_Ns_{N+1}c_1=(s_{N+1}-s_Nc_1)^2+s_N^2(1-c_1^2).$$

The addition theorem $s_{N+1}=s_Nc_1+c_Ns_1$ turns the first square into $c_N^2s_1^2$. The last term is $-s_N^2s_1^2$. Their sum is $s_1^2$, because $c_N^2-s_N^2=1$. Hence

$$E=\pm\gamma_1\frac{\sinh\kappa}{\sinh((N+1)\kappa)}.\tag{5}$$

At the boundary $r=N/(N+1)$, the limit $\kappa\to0$ gives $|E|=\gamma_1/(N+1)$. This equals $\gamma_1-u$, so the pair joins the edge of the extended range there.

### Where the electron sits

The B amplitudes grow towards the last layer. For the A amplitudes, the first of equations (1) gives

$$Ea_l=(-1)^l(us_l-\gamma_1s_{l-1})=(-1)^l\gamma_1\frac{s_Ns_l-s_{N+1}s_{l-1}}{s_{N+1}}.$$

Use $2\sinh x\sinh y=\cosh(x+y)-\cosh(x-y)$ for both products. The terms $c_{N+l}$ cancel, and the numerator is $\frac12(c_{N+2-l}-c_{N-l})=s_1s_{N+1-l}$. Division by $E$ from equation (5) leaves

$$a_l=\pm(-1)^l\sinh((N+1-l)\kappa),\qquad b_l=(-1)^l\sinh(l\kappa).\tag{6}$$

The upper sign belongs to $E>0$. The A part is largest on the first layer and the B part on the last, and the two are mirror images. Each state of the pair therefore belongs to both surfaces in equal measure.

### Five layers at half the circle radius

Take the round values $v=10^6$ m/s, $\gamma_1=400$ meV and $a=0.25$ nm. Then $\hbar v=658.2$ meV nm and $\gamma_0\simeq3040$ meV. The circle $\hbar vk=\gamma_1$ has the radius $400/658.2=0.608$ nm$^{-1}$.

For $N=5$ and $r=0.5$, one has $u=200$ meV and $k=0.304$ nm$^{-1}$. Since $0.5<5/6$, there is a surface pair. Equation (4) gives $\kappa=0.692409$, so $\sinh\kappa=0.7491$ and $\sinh6\kappa=31.85$. From equation (5),

$$|E|=400\times\frac{0.7491}{31.85}=9.41\ \text{meV}.$$

The four real roots of equation (3) are 0.5895, 1.1824, 1.7849 and 2.4158. The last has $\cos q=-0.748$, and equation (2) gives $400\sqrt{1.25-0.748}\simeq283$ meV. The others give 407, 510 and 577 meV. All four lie above $\gamma_1-u=200$ meV, as they must.

The weights of the surface state on layers 1 to 5 are 0.378, 0.099, 0.046, 0.099 and 0.378. About three quarters of the electron is on the two outer layers.

## Second half: the surface law, its range and its meaning

### Symbols and results carried over

The stack has $N$ layers, with sites $A_l$ and $B_l$ in layer $l$. The matrix element from $B_l$ to $A_l$ is $z=ue^{-i\varphi}$, with $u=\hbar vk$ near the corner $\mathbf K$. The vertical bonds $\gamma_1$ join $B_l$ to $A_{l+1}$, and $r=u/\gamma_1$. Removing the phase $\varphi$ leaves an open chain with alternating bonds $u$ and $\gamma_1$.

For $r<N/(N+1)$ this chain has one pair of surface levels, given by

$$r=\frac{\sinh N\kappa}{\sinh((N+1)\kappa)},\qquad |E|=\gamma_1\frac{\sinh\kappa}{\sinh((N+1)\kappa)}.\tag{7}$$

All other levels satisfy $|E|>|\gamma_1-u|$.

### Expanding the surface energy

Let $x=e^{-\kappa}$. Since $\sinh n\kappa=\frac12x^{-n}(1-x^{2n})$, equations (7) become

$$r=x\,\frac{1-x^{2N}}{1-x^{2N+2}},\qquad \frac{|E|}{\gamma_1}=x^N\frac{1-x^2}{1-x^{2N+2}}.$$

When $x^{2N}$ is negligible, $x=r$. To find the first correction, put $y=r^{2N}$ and keep terms linear in $y$. Solving the first relation for $x$ gives

$$x=r\,\frac{1-x^{2N+2}}{1-x^{2N}}\simeq r\,[1+(1-r^2)y].$$

The three factors of the energy are then

$$x^N\simeq r^N[1+N(1-r^2)y],$$

$$1-x^2\simeq1-r^2-2r^2(1-r^2)y=(1-r^2)(1-2r^2y),$$

$$\frac{1}{1-x^{2N+2}}\simeq1+r^2y.$$

The coefficients of $y$ add up to $N-Nr^2-2r^2+r^2=N-(N+1)r^2$. Therefore

$$|E|\simeq\gamma_1r^N(1-r^2)\left\{1+r^{2N}\left[N-(N+1)r^2\right]\right\}.\tag{8}$$

The expansion of $x^N$ requires $N(1-r^2)r^{2N}\ll1$, and the expansion of the denominators requires $r^{2N}\ll1$. These are the conditions for using equation (8). Both hold when $Nr^{2N}\ll1$, which is sufficient but not necessary.

The stack has been reduced to a chain with alternating bonds and solved, giving one pair of surface levels for $r<N/(N+1)$ and the expansion (8) of their energy. What remains is to find where the power law holds, what the surface states mean physically, and what hoppings and potentials outside the model would change.

Numerical values quoted here were computed with a short program.
